# Why polarization reversal flips the spin texture of ferroelectric hafnia

**Q.** I have a hafnia capacitor that I can switch between polarization up and polarization down. I am told that the spin of a band state at a given wavevector switches too. The argument offered is that inversion connects the two states, and inversion reverses the wavevector but not the spin. How does that give a reversed spin at the same wavevector?

**A.** It does not, by itself. Inversion tells you that the spin found at \(\mathbf k\) in one state is the spin found at \(-\mathbf k\) in the other. To return to the same wavevector you need a second symmetry, time reversal, acting inside one polar state. The sign change comes from that second step.

Let me fix the terms. U is the up state of the orthorhombic polar phase, space group Pca2₁, with its polar axis along \(z\). D is the inversion image of U. Both are perfect, nonmagnetic crystals, with no applied electric or magnetic field. The wavevector refers to fixed laboratory axes. For band \(n\), counted upward in energy and not degenerate at the wavevector considered, \(\mathbf s_n(\mathbf k)=\langle\boldsymbol\sigma\rangle\) is the spin in units of \(\hbar/2\). The map of \(\mathbf s_n\) over \(\mathbf k\) is the spin texture.

**Q.** Start with inversion. Why does it leave the spin alone?

**A.** Inversion \(I\) sends \(\mathbf r\to-\mathbf r\) and \(\mathbf p\to-\mathbf p\), so the orbital angular momentum \(\mathbf r\times\mathbf p\) keeps its sign. For spin, note that inversion singles out no axis and commutes with every rotation. The only candidates are therefore \(\boldsymbol\sigma\to\boldsymbol\sigma\) and \(\boldsymbol\sigma\to-\boldsymbol\sigma\). A unitary operation must preserve \([\sigma_x,\sigma_y]=2i\sigma_z\). If all three components changed sign, the left side would stay the same while the right side changed sign. The second candidate is excluded.

Now apply this to the one-electron Hamiltonian of U,

\[
H_U=\frac{p^2}{2m}+V(\mathbf r)+\frac{\hbar}{4m^2c^2}\,\big[\nabla V(\mathbf r)\times\mathbf p\big]\cdot\boldsymbol\sigma .
\]

The inverted crystal has the potential \(V_D(\mathbf r)=V(-\mathbf r)\). By the chain rule, \(\nabla V_D(\mathbf r)=-(\nabla V)(-\mathbf r)\). Under inversion the spin-orbit bracket becomes

\[
(\nabla V)(-\mathbf r)\times(-\mathbf p)=\nabla V_D(\mathbf r)\times\mathbf p ,
\]

because the two minus signs cancel. The kinetic term is unchanged, so \(IH_UI^{-1}=H_D\).

**Q.** And the wavevector?

**A.** Take a Bloch state \(\psi\) of U at \(-\mathbf k\). A translation \(T_{\mathbf R}\) by a lattice vector multiplies it by \(e^{-i\mathbf k\cdot\mathbf R}\). Inversion turns a translation around, \(T_{\mathbf R}I=IT_{-\mathbf R}\), and therefore

\[
T_{\mathbf R}(I\psi)=I\,T_{-\mathbf R}\psi=e^{+i\mathbf k\cdot\mathbf R}(I\psi).
\]

So \(I\psi\) is a state of D at \(+\mathbf k\), with the same energy and the same spin:

\[
E_{D,n}(\mathbf k)=E_{U,n}(-\mathbf k),\qquad
\mathbf s_{D,n}(\mathbf k)=\mathbf s_{U,n}(-\mathbf k).
\tag{1}
\]

This is all that inversion can say.

**Q.** Then time reversal has to connect \(-\mathbf k\) to \(\mathbf k\) within U.

**A.** Yes. Time reversal \(\Theta\) leaves \(\mathbf r\) alone and reverses \(\mathbf p\) and \(\boldsymbol\sigma\). The spin-orbit term contains one factor of each, so it is unchanged, and \(\Theta\) commutes with \(H_U\). It is also antiunitary: it complex-conjugates the Bloch factor \(e^{i\mathbf k\cdot\mathbf R}\) into \(e^{-i\mathbf k\cdot\mathbf R}\). A state at \(\mathbf k\) thus has a partner at \(-\mathbf k\) with equal energy and opposite spin:

\[
E_{U,n}(-\mathbf k)=E_{U,n}(\mathbf k),\qquad
\mathbf s_{U,n}(-\mathbf k)=-\mathbf s_{U,n}(\mathbf k).
\tag{2}
\]

Insert (2) into (1):

\[
E_{D,n}(\mathbf k)=E_{U,n}(\mathbf k),\qquad
\mathbf s_{D,n}(\mathbf k)=-\mathbf s_{U,n}(\mathbf k).
\tag{3}
\]

The bands of the two states coincide in energy while their spins are opposite. The atomic path taken during switching does not enter, since the argument compares only the end states. A shift of D by any constant vector does not matter either, because it changes neither \(\mathbf k\) nor \(\mathbf s\).

**Q.** What happens if the crystal has an inversion centre to begin with?

**A.** Then U and D are the same crystal, and \(I\Theta\) is a symmetry that maps each \(\mathbf k\) to itself. For one electron \(\Theta^2=-1\), while \(I^2=1\) and the two commute, so \((I\Theta)^2=-1\). Suppose \(I\Theta\psi=c\psi\) for some number \(c\). Applying \(I\Theta\) again gives \(c^*c\,\psi=|c|^2\psi\), which cannot equal \(-\psi\). So \(I\Theta\psi\) is a different state, with the same energy and \(\mathbf k\) but opposite spin. Every level is at least doubly degenerate, and the spins of each pair cancel.

A texture therefore needs broken inversion symmetry. It also needs spin-orbit coupling: without it \(H_U\) does not contain \(\boldsymbol\sigma\), and both spin directions have the same energy.

**Q.** Can I see the reversal in a formula for the bands, rather than in a chain of symmetries?

**A.** Near \(\Gamma\), yes. There each level is a doublet by time reversal, and a small \(\mathbf k\) pointing away from the polar axis generally splits it. Up to fractional translations, which do not affect this count, the crystal has two mirrors. A mirror is an inversion followed by a half-turn about its normal, and the half-turn is the part that acts on spin. Hence

\[
M_x:\ (k_x,k_y,k_z)\to(-k_x,k_y,k_z),\quad
(\sigma_x,\sigma_y,\sigma_z)\to(\sigma_x,-\sigma_y,-\sigma_z),
\]
\[
M_y:\ (k_x,k_y,k_z)\to(k_x,-k_y,k_z),\quad
(\sigma_x,\sigma_y,\sigma_z)\to(-\sigma_x,\sigma_y,-\sigma_z).
\]

Look for products \(k_a\sigma_b\) that survive both. For \(k_x\), the first mirror permits \(\sigma_y\) or \(\sigma_z\), and the second permits only \(\sigma_y\). For \(k_y\), the first permits only \(\sigma_x\), which the second also accepts. For \(k_z\), the first demands \(\sigma_x\) and the second demands \(\sigma_y\), so nothing survives. A spin-independent term linear in \(\mathbf k\) is odd under time reversal and is excluded. To linear order,

\[
H_1=\alpha k_x\sigma_y+\beta k_y\sigma_x .
\tag{4}
\]

Here the \(\sigma\) matrices act within the doublet, with axes chosen so that the true spin components \(x\) and \(y\) are positive multiples of \(\sigma_x\) and \(\sigma_y\). Since \(\sigma_x\) and \(\sigma_y\) anticommute, the cross terms cancel in the square, \(H_1^2=\alpha^2k_x^2+\beta^2k_y^2\), and the splitting is

\[
\Delta E=2\sqrt{\alpha^2k_x^2+\beta^2k_y^2}.
\tag{5}
\]

By (1), the Hamiltonian of D at \(\mathbf k\) is that of U at \(-\mathbf k\) with the spin matrices untouched. Both coefficients therefore change sign: \(\alpha_D=-\alpha_U\), \(\beta_D=-\beta_U\). The splitting contains only their squares and stays the same. The effective magnetic field seen by the spin reverses, and the lower band, whose spin opposes that field, reverses with it.

**Q.** I could also get a down state by turning the up crystal over. Would that give the same answer?

**A.** In this space group it must. Reflecting \(x\) and then making a half-turn about \(x\) takes \((x,y,z)\) to \((-x,y,z)\) and then to \((-x,-y,-z)\), which is inversion. The reflection is already a symmetry of U up to a translation, so the half-turn alone produces D. A rotation carries wavevector and spin together. With \(R=\mathrm{diag}(1,-1,-1)\),

\[
\mathbf s_D(\mathbf k)=R\,\mathbf s_U(R\mathbf k).
\]

Try it on (4). Take the two positive multiples mentioned below (4) as equal; unequal ones would only rescale the components. The lower band of U then has a spin along \(-(\beta k_y,\alpha k_x,0)\). At \(R\mathbf k=(k_x,-k_y,-k_z)\) this is \(-(-\beta k_y,\alpha k_x,0)\). Applying \(R\) flips the second component and gives \((\beta k_y,\alpha k_x,0)\), opposite to the spin we started with. The two roads agree.

**Q.** Show me numbers for something that resembles hafnia.

**A.** I use a tight-binding crystal with rough, rounded structural values for the polar phase. The cell is \(0.525\times0.500\times0.505\) nm. The up state has independent sites, in fractions of the cell edges, at \((0.03,0.27,-0.25)\) for Hf and at \((0.36,0.07,-0.11)\) and \((0.23,0.54,0)\) for O. The space group turns these into 4 Hf and 8 O atoms, and each Hf has seven oxygen neighbours.

The orbitals are Hf 5d at 7.5 eV and O 2p at zero, with spin-orbit coupling \(\xi\,\mathbf L\cdot\mathbf S\), where \(\xi=0.20\) eV for Hf and 0.02 eV for O. The hoppings are round model values, with the \(\delta\) hopping between d orbitals set to zero:

| Pair | \(\sigma\), \(\pi\) (eV) | at \(d_0\) (nm) | decay | cutoff (nm) |
|---|---|---|---|---|
| Hf–O | −2.5, 1.2 | 0.21 | \((d_0/d)^{3.5}\) | 0.30 |
| O–O | 0.6, −0.1 | 0.27 | \((d_0/d)^{3}\) | 0.34 |
| Hf–Hf | −0.5, 0.25 | 0.35 | \((d_0/d)^{5}\) | 0.42 |

There are \(4\times5+8\times3=44\) orbitals, hence 88 bands with spin, of which the 48 derived from O 2p are filled.

For the polarization, compare with a centrosymmetric fluorite-like arrangement in the same cell. Four oxygens per cell are displaced by \(-0.0556\) nm along \(z\). With formal charges of \(-2e\) and a cell volume of 0.1326 nm³,

\[
P=\frac{4(-2e)(-0.0556\ \text{nm})}{0.1326\ \text{nm}^3}
\approx3.35\,\frac{e}{\text{nm}^2}\approx54\ \mu\text{C/cm}^2 ,
\]

since \(1\,e/\text{nm}^2=16.02\ \mu\text{C/cm}^2\). The down state, with all atomic positions negated, has \(-54\ \mu\text{C/cm}^2\). Size and sign belong to this choice of reference. A second centrosymmetric arrangement, with those four oxygens in the Hf planes, gives \(-68\ \mu\text{C/cm}^2\) for the same U; the two values differ by twice the polarization quantum \(e/ab\approx61\ \mu\text{C/cm}^2\). Which field direction produces U therefore depends on the switching path, although relation (3) between U and D does not.

I then diagonalized the two crystals separately at \(\mathbf k=(1.0,0.6,0.8)\ \text{nm}^{-1}\). The lowest conduction band has these spins:

| State | Wavevector | \(\mathbf s\) |
|---|---|---|
| U | \(+\mathbf k\) | \((0.233,-0.949,-0.059)\) |
| U | \(-\mathbf k\) | \((-0.233,0.949,0.059)\) |
| D | \(+\mathbf k\) | \((-0.233,0.949,0.059)\) |

The last two rows agree, which is inversion. The first two are opposite, which is time reversal. The first and third give the reversal at fixed wavevector. The band energy is 5.921 eV in both crystals. All 88 bands obey the reversal at this \(\mathbf k\), to within numerical rounding.

**Q.** Does the formula near \(\Gamma\) describe that state?

**A.** Its direction, rather well; its splitting, less well. The conduction minimum of the model lies close to \(\Gamma\), at \(k_x=\pm0.24\ \text{nm}^{-1}\) and 3.5 meV lower. It cannot lie exactly at \(\Gamma\), where the linear splitting makes two bands cross. An expansion at \(\Gamma\) is therefore a reasonable start for electrons in this model. The band edges of the model need not be those of hafnia: density-functional calculations have placed the conduction minimum of the real crystal at the zone boundary, where the expansion must be derived afresh. First-order perturbation theory in \(\mathbf k\) within the lowest conduction doublet gives \(\alpha=28.6\) and \(\beta=-11.8\) meV nm for U, and the opposite values for D. At the chosen point the two terms are

\[
\alpha k_x=28.6\ \text{meV},\qquad \beta k_y=-11.8\times0.6=-7.1\ \text{meV}.
\]

If the two multiples are again taken as equal, the lower spin should point along \((7.1,-28.6,0)\), or \((0.24,-0.97,0)\) after normalization, close to the first row of the table. The predicted splitting is \(2\sqrt{28.6^2+7.1^2}\approx59\) meV, whereas diagonalization gives 46 meV. The linear formula is too large by about 27% of the diagonalized value, so higher orders in \(\mathbf k\) matter here.

The small \(z\) component of the spin is another sign of them. One source is the product \(k_xk_yk_z\sigma_z\), which passes both mirrors, since each mirror reverses \(k_xk_yk_z\) and \(\sigma_z\) together. It is odd in \(\mathbf k\), so it also changes sign between U and D. The reversal (3) does not depend on the linear approximation.

**Q.** What about holes?

**A.** The same rule holds. The highest valence band at this \(\mathbf k\) has \(\mathbf s=(0.53,-0.79,-0.29)\) in U and the opposite in D. Its splitting from the band below is only 2.2 meV. The valence maximum lies farther from \(\Gamma\) than the conduction minimum does, at about 0.07 of a reciprocal lattice vector along \(y\), so I would not rely on the linear formula for the top of the valence band in this model.

**Q.** My experiment may have a magnetic field on. Does it spoil the effect?

**A.** As far as its action on the spin goes, it spoils (2) but not (1). A magnetic field is an axial vector, unchanged by inversion, so the two crystals in the same field still obey \(\mathbf s_D(\mathbf k)=\mathbf s_U(-\mathbf k)\). Time reversal, however, would reverse the field.

For an estimate, treat the doublet as a pure spin one-half. Let \(\mathbf w\) be the effective spin-orbit field in energy units, equal to half the splitting in magnitude, and let \(\mathbf b\) be a small Zeeman field. The lower spins of U and D point along \(-(\mathbf w+\mathbf b)\) and \(-(-\mathbf w+\mathbf b)\). After normalization to first order in \(b/w\), their sum is

\[
\mathbf s_U+\mathbf s_D\approx-\frac{2\mathbf b_\perp}{w},
\]

where \(\mathbf b_\perp\) is the part of \(\mathbf b\) perpendicular to \(\mathbf w\). The sum would vanish for perfect reversal. With \(w=23\) meV and a deliberately large spin Zeeman energy of 5 meV, nearly perpendicular to \(\mathbf w\), the estimate is 0.43; diagonalization gives 0.38. At 1 T the Zeeman energy is 0.058 meV. Scaling the computed value linearly gives a failure of about 0.004, compared with a spin of length close to one. At the conduction minimum, where the splitting is only 14 meV, a field of 1 T along \(x\) or \(z\) gives 0.014. The action of the field on orbital motion is left out.

**Q.** And if the electric field stays on?

**A.** Then D in the field \(\mathbf E\) is not the inversion image of U in the same field, because inversion also reverses \(\mathbf E\). The exact partner of U in \(\mathbf E\) is D in \(-\mathbf E\).

To size the ionic part, take 1 MV/cm along \(+z\) and a rough relative permittivity of 30. This is a large field, comparable to the coercive field of typical hafnia films, so the estimate assumes that D has not switched back. The induced polarization is \(\varepsilon_0(30-1)E\approx2.6\ \mu\text{C/cm}^2\). Assigning all of it to a rigid shift of the eight oxygens moves them by \(-0.0013\) nm in both states. This overestimates the shift, since electrons carry part of the response. Then \(\alpha\) is \(29.1\) meV nm in U and \(-28.0\) meV nm in D. The mismatch of 1.1 meV nm is 4% of the zero-field value. Other patterns with the same induced polarization give different values. Moving only the four polar oxygens gives mismatches of \(-1\)% in \(\alpha\) and 12% in \(\beta\); moving only the other four gives 9% and \(-12\)%. The rigid shift leaves \(\beta\) almost matched. For the rigid shift, the sum of the two spins at our \(\mathbf k\) has length 0.010.

The field also acts directly on the electrons, which this calculation omits. The potential drop across one cell is 50 meV. That is about 1% of the model gap, but a third of the 154 meV separating the two lowest conduction doublets at \(\Gamma\). An estimate by second-order perturbation theory, coupling the doublet to all other bands through \(k_xv_x\) and \(eEz\) with \(z\) taken at the atomic sites, gives a mismatch in \(\alpha\) of about 6 meV nm, or 20%, five times the rigid ionic part. At zero internal field both effects vanish.

**Q.** Is every down domain in my film a proper partner of every up domain?

**A.** No. Reversing \(P\) is not enough. A down domain whose in-plane axes \(a\) and \(b\) are exchanged is D rotated by 90° about \(z\), and its texture is rotated too. In the model, at the same laboratory \(\mathbf k\), the sum of its spin and that of U has length 0.66, where a true partner gives zero.

Suppose instead that all domains share the same axes and a fraction \(f\) has switched. A signal that averages the spin of one band at one \(\mathbf k\), with equal weight per volume, sees

\[
(1-f)\,\mathbf s_U+f\,\mathbf s_D=(1-2f)\,\mathbf s_U .
\]

With \(f=0.9\) you would find \(-0.8\,\mathbf s_U\), and the mean polarization would be reduced by the same factor.

**Q.** How far should I trust the numbers for a real memory capacitor?

**A.** Trust the symmetry more than the magnitudes. The formal-charge polarization of 54 μC/cm² refers to a single domain with its polar axis along the film normal; polycrystalline films typically show less, very roughly 20 μC/cm². The model gap is 4.5 eV, below the real gap of rather more than 5 eV. The hoppings were not fitted to hafnia, so \(\alpha\), \(\beta\) and the splittings are illustrations. They also depend on the cutoffs: extending the Hf–O cutoff to 0.36 nm gives \(\alpha=55\), \(\beta=-20\) meV nm and a splitting of 64 meV at our \(\mathbf k\), and extending the Hf–Hf cutoff to 0.55 nm gives \(\alpha=40\) meV nm. Real capacitors break the assumptions of a single orientation and of zero internal field. Unlike electrodes can leave a built-in field that does not switch. It must stay below the coercive field if both states are to be stable; for 1 MV/cm the model gave a mismatch in \(\alpha\) between the two states of 4% from a rigid shift of all oxygens and about 20% from the direct action on the electrons. Mixed grain orientations can matter much more, as the value 0.66 shows.

Temperature limits visibility, not the symmetry. At 300 K the thermal energy is 26 meV, against a conduction splitting of 46 meV at our \(\mathbf k\). For dilute electrons in equilibrium, the upper band there has \(e^{-46/26}\approx0.17\) of the occupation of the lower one, so part of the spin signal cancels. That \(\mathbf k\) lies 85 meV above the band edge, however, and few electrons are there. At the conduction minimum the splitting is 14 meV, the ratio is 0.58, and the average spin of the two bands has length only 0.26.

**Q.** Is there a quantity that would reveal the reversal without resolving \(\mathbf k\)?

**A.** In equilibrium the total spin vanishes, because \(\mathbf k\) and \(-\mathbf k\) are equally occupied and carry opposite spins. A current disturbs that balance. For a weak in-plane driving field \(\mathbf E\) in a conducting sample, write the induced spin density as \(S_i=\sum_j\chi_{ij}E_j\). Inversion turns U driven by \(\mathbf E\) into D driven by \(-\mathbf E\), with the same spin density. So \(\chi^U_{ij}E_j=\chi^D_{ij}(-E_j)\) for each driving direction \(j\), and

\[
\chi^D_{ij}=-\chi^U_{ij}.
\]

With the drive, the carrier density and the temperature held fixed, and with disorder that is statistically inverted along with the crystal, switching the polarization reverses the current-induced spin. Stoichiometric hafnia is an insulator, so such a measurement needs carriers supplied by doping or by a gate. A gate field that does not reverse with the polarization breaks the exact relation, and the two signals then need not be equal in size.
